# Acid left at the centre of a line and a disc

## Problem

A resist film contains photogenerated acid in two isolated features. One is a long straight line 20 nm wide. The other is a disc of radius 10 nm, so that its diameter equals the width of the line. Each feature runs through the full depth of the film. At the start of the post-exposure bake the acid concentration is $c_0$ everywhere inside a feature and zero outside.

During the bake the acid diffuses with the same constant, isotropic diffusivity $D$ inside and outside the features. No acid is created or destroyed, and none crosses the top or bottom face of the film. After the bake, the root-mean-square (RMS) displacement of an acid molecule along any one axis in the plane of the film is $\sigma=5$ nm.

(a) What fraction of $c_0$ remains on the midplane of the line, and what fraction on the axis of the disc?

(b) What radius would the disc need for its axis to retain the same fraction as the midplane of the 20 nm line?

## A tempting solution, which is wrong

Let $x$ run across the line, and let $a=10$ nm be its half width. Acid found on the midplane after the bake came from inside the line if its displacement along $x$ was smaller than $a$ in magnitude. The displacement is Gaussian with standard deviation $\sigma$, and $a=2\sigma$. The probability of staying within two standard deviations is 0.9545, so the line retains 95.45 percent.

In the disc, acid can also escape along $y$. The displacements along $x$ and $y$ are independent and have the same distribution. The two probabilities are therefore multiplied:

$$
0.9545\times0.9545=0.911 .
$$

The disc would then retain 91.1 percent, and its loss would be nearly twice that of the line.

## Where it fails

The result for the line is right, and so is the independence of the two displacements. The fault is in the region to which the product belongs. Multiplying the probabilities gives the probability that

$$
|x|<a\quad\text{and}\quad |y|<a ,
$$

which describes a square of side $2a$. The disc requires

$$
x^2+y^2<a^2 .
$$

A displacement of 9 nm along $x$ and 9 nm along $y$ satisfies the first condition, but its length is $9\sqrt2\approx12.7$ nm, which violates the second. The product counts acid from the four corners of the square, where the disc has none. The value 91.1 percent is thus the correct answer for a square feature and too high for the disc.

## Right solution

**Removing the depth.** Let $z$ be the depth coordinate. The concentration obeys

$$
\frac{\partial c}{\partial t}=D\left(\frac{\partial^2c}{\partial x^2}+\frac{\partial^2c}{\partial y^2}+\frac{\partial^2c}{\partial z^2}\right),
$$

with $\partial c/\partial z=0$ at both faces because no acid crosses them. The initial concentration does not depend on $z$. A solution that stays independent of $z$ satisfies the equation, the initial condition and the conditions at the faces, so it is the solution required. The term in $z$ vanishes, and the film thickness does not enter the answer.

**Spreading from a point.** In one dimension, try a normalized Gaussian whose variance is $v=\sigma^2$:

$$
g(x,v)=\frac{1}{\sqrt{2\pi v}}\,e^{-x^2/(2v)} .
$$

Differentiating the prefactor and the exponent with respect to $v$ gives

$$
\frac{\partial g}{\partial v}=g\left(-\frac{1}{2v}+\frac{x^2}{2v^2}\right).
$$

Two derivatives with respect to $x$ give

$$
\frac{\partial g}{\partial x}=-\frac{x}{v}\,g,\qquad
\frac{\partial^2g}{\partial x^2}=g\left(-\frac1v+\frac{x^2}{v^2}\right).
$$

Hence $\partial g/\partial v=\tfrac12\,\partial^2g/\partial x^2$. If $v=2Dt$, then $dv/dt=2D$ and

$$
\frac{\partial g}{\partial t}=2D\,\frac{\partial g}{\partial v}=D\,\frac{\partial^2g}{\partial x^2}.
$$

The Gaussian solves the diffusion equation and shrinks to a point as $t\to0$. Its variance fixes the meaning of the given length:

$$
\sigma^2=\langle x^2\rangle=2Dt .
$$

In the plane, the product $G=g(x,v)\,g(y,v)$ is the corresponding solution. Its time derivative has two terms, one from each factor, and these equal the two second derivatives multiplied by $D$. Multiplying the exponentials adds their exponents:

$$
G(x,y)=\frac{1}{2\pi\sigma^2}\,e^{-(x^2+y^2)/(2\sigma^2)} .
$$

**Adding the sources.** The diffusion equation is linear, so the contributions of all initial points add. A source at $(x,y)$ contributes to the origin in proportion to $G(-x,-y)$, which equals $G(x,y)$. With the origin at the centre of the feature, the retained fraction is

$$
F=\frac{c(0)}{c_0}=\iint_{\text{feature}}G(x,y)\,dx\,dy .
$$

The same integral is the probability that a molecule starting at the centre ends inside the feature. Only the region of integration differs between the two shapes.

**The line.** Here $y$ runs from $-\infty$ to $\infty$, and the normalized factor $g(y,v)$ integrates to 1. The remaining integrand is even in $x$, so

$$
F_{\text{line}}=\frac{2}{\sigma\sqrt{2\pi}}\int_0^a e^{-x^2/(2\sigma^2)}\,dx .
$$

Set $u=x/(\sigma\sqrt2)$, so that $dx=\sigma\sqrt2\,du$. The prefactor becomes $2/\sqrt\pi$, and the integral is the error function:

$$
F_{\text{line}}=\frac{2}{\sqrt\pi}\int_0^{a/(\sigma\sqrt2)}e^{-u^2}\,du
=\operatorname{erf}\!\left(\frac{a}{\sigma\sqrt2}\right).
$$

For $a=10$ nm and $\sigma=5$ nm the argument is $\sqrt2$, and $F_{\text{line}}=0.9545$.

**The disc.** In polar coordinates $dx\,dy=r\,dr\,d\theta$. The integrand does not depend on $\theta$, so the angular integral gives $2\pi$:

$$
F_{\text{disc}}=\frac{1}{\sigma^2}\int_0^a e^{-r^2/(2\sigma^2)}\,r\,dr .
$$

With $w=r^2/(2\sigma^2)$ we have $r\,dr=\sigma^2\,dw$, and therefore

$$
F_{\text{disc}}=\int_0^{a^2/(2\sigma^2)}e^{-w}\,dw
=1-e^{-a^2/(2\sigma^2)} .
$$

The exponent is $100/(2\times25)=2$, so $F_{\text{disc}}=1-e^{-2}=0.8647$.

The answer to (a) is **95 percent for the line and 86 percent for the disc**.

**The matching disc.** Let $a'$ be the radius sought, with $\sigma$ unchanged. Setting $1-e^{-a'^2/(2\sigma^2)}=F_{\text{line}}$, isolating the exponential and taking the logarithm gives

$$
a'=\sigma\sqrt{-2\ln(1-F_{\text{line}})} .
$$

Since $1-F_{\text{line}}=0.0455$ and $\ln0.0455=-3.09$,

$$
a'=5\ \text{nm}\times\sqrt{6.18}=12.4\ \text{nm}.
$$

The answer to (b) is a radius of **12.4 nm**, or a diameter of about 25 nm. This equalizes the central values at the end of the bake, not the whole profiles.

## Why the loss triples

The line loses 4.55 percent of $c_0$ at its centre and the disc 13.53 percent, a ratio of 2.97. The square from the wrong solution separates two causes. Its loss is

$$
1-F_{\text{line}}^2=(1-F_{\text{line}})(1+F_{\text{line}}),
$$

which is the loss of the line multiplied by 1.95, or 8.89 percent. This is the effect of opening a second direction of escape. Removing the corners of the square takes away another 4.64 percent of $c_0$. The two steps together give the loss of the disc.

The factor of three belongs to $a=2\sigma$. For $a\gg\sigma$, integration by parts gives the tail of the Gaussian:

$$
\int_a^\infty e^{-x^2/(2\sigma^2)}dx
=\frac{\sigma^2}{a}e^{-a^2/(2\sigma^2)}
-\int_a^\infty\frac{\sigma^2}{x^2}e^{-x^2/(2\sigma^2)}dx .
$$

The last integral is smaller than the one on the left by at least the factor $\sigma^2/a^2$, so it can be dropped in this limit. Multiplying the first term by $2/(\sigma\sqrt{2\pi})$ gives

$$
1-F_{\text{line}}\approx\sqrt{\frac2\pi}\,\frac{\sigma}{a}\,e^{-a^2/(2\sigma^2)},
\qquad
\frac{1-F_{\text{disc}}}{1-F_{\text{line}}}\approx\sqrt{\frac\pi2}\,\frac a\sigma .
$$

Both losses become very small, but their ratio grows with the size of the feature.

In the opposite limit, $a\ll\sigma$, the Gaussian is nearly constant over the width of the feature. Expanding to leading order gives

$$
F_{\text{line}}\approx\sqrt{\frac2\pi}\,\frac a\sigma,\qquad
F_{\text{disc}}\approx\frac{a^2}{2\sigma^2}.
$$

The disc now empties faster by one power of $a/\sigma$. The square retains $F_{\text{line}}^2\approx2a^2/(\pi\sigma^2)$, so the ratio of disc to square is $\pi/4$. That is the ratio of their areas, as expected when every source point contributes almost equally.

## What the two percentages mean

The length of 5 nm was defined along one axis. The in-plane RMS displacement is larger, because

$$
\langle x^2+y^2\rangle=2\sigma^2,
$$

which gives 7.07 nm here. If a quoted 5 nm were instead the in-plane value, $\sigma$ would be $5/\sqrt2=3.54$ nm. The formulas would then give 99.5 percent for the line and 98.2 percent for the disc. A diffusion length defined as $2\sqrt{Dt}$ also equals $\sqrt2\,\sigma$ and needs the same conversion.

The percentages also refer to the centre, not to the total acid left in the feature. Near an edge, acid escapes much more easily. Averaging the final concentration over the original feature gives 80 percent for the line and 61 percent for the disc. These averages come from a finite-volume solution of the diffusion equation, in which the fluxes between cells 0.125 nm wide are followed through the bake.

## Comparison with a real resist

For a chemically amplified resist, a bake of about a minute near 100 °C and an acid displacement of several nanometres are plausible rough scales. For a bake of 60 s,

$$
D=\frac{\sigma^2}{2t}=\frac{25\ \text{nm}^2}{120\ \text{s}}
=0.208\ \text{nm}^2/\text{s}=2.08\times10^{-15}\ \text{cm}^2/\text{s}.
$$

The sharp initial edge is an idealization, since optics and secondary electrons blur the acid distribution before the bake. The following estimates change one assumption at a time, with $\sigma$ held at 5 nm except where $D$ itself varies. Their parameters are round illustrative values, not properties of a particular resist.

- **Initial blur.** Suppose the sharp feature is first smeared by a Gaussian of standard deviation 3 nm. Independent displacements add in variance, so the total spread is $\sqrt{5^2+3^2}=5.83$ nm. The central values, relative to the unblurred $c_0$, fall to 91 percent for the line and 77 percent for the disc.

- **Acid-dependent diffusivity.** Let the diffusivity be $D(1+0.5\,c/c_0)$, with $D$ as above. The flux is then no longer linear in $c$, and the closed formulas do not apply. The finite-volume method gives 91 percent for the line and 78 percent for the disc.

- **Quencher.** Let a base of uniform concentration $qc_0$, with $q=0.2$, neutralize acid instantly and diffuse equally fast. Neutralization removes equal amounts of both, so acid minus base still obeys the linear diffusion equation. Initially this difference is $(1-q)c_0$ inside and $-qc_0$ outside, which is the original acid distribution shifted by $-qc_0$. At the centre it becomes $(F-q)c_0$. If $F>q$, acid survives there, and its fraction of the initial net acid is $(F-q)/(1-q)$. This gives 94 percent for the line and 83 percent for the disc.

These shifts depend on the chosen parameters, and the quencher values refer to the initial net acid instead of $c_0$, so they do not rank the three effects.

The concentration is also an average over discrete molecules. Take an initial acid density of 0.05 per nm³, a film 40 nm thick, and a counting cylinder of radius 5 nm around the axis of the disc. Integrating the diffused profile over this cylinder gives a mean of 125 acids. If the acids are generated independently at random, so that their total number in the feature also fluctuates, the count follows Poisson statistics and its variance equals its mean. (If the total in the disc were fixed, the count would be binomial and the relative spread somewhat smaller, about 8 percent.) The relative standard deviation is $1/\sqrt{125}$, or 9 percent. The same cylinder centred in the line would hold a mean of 146 acids. The difference of about 20 is only 1.2 times its own standard deviation, $\sqrt{125+146}\approx16.5$. With Poisson counts the line holds more acid than the disc in about 89 percent of pairs, so a single pair of features does not show the difference reliably, whereas an average over many features does.

Two further conditions limit the result. In a dense array, acid from neighbours adds to the central value, which at long times approaches the mean concentration of the array instead of zero. Near a film surface that absorbs acid, the concentration depends on depth and the reduction to the plane fails. Finally, the retained acid is not itself the developed pattern: the reactions that change solubility accumulate throughout the bake, while the percentages here describe its end.

Numerical values quoted here were computed with a short program.
